# Does Eliashberg theory have an optimal λ when phonons soften?

**Question: is there really an optimal $\lambda\approx 2$ when phonons soften?**

Take a metal with one atom of mass $M$ per cell. The coupling can be written $\lambda=\eta/(M\langle\omega^2\rangle)$, with $\eta$ the Hopfield parameter. If I soften the phonons at fixed $\eta$ and use McMillan's formula, the exponential grows but the prefactor $\omega\propto\lambda^{-1/2}$ shrinks, and $T_c$ has a maximum near $\lambda=2$. Do the Eliashberg equations have this maximum, or is it a property of the formula? If it is absent, what does $T_c$ do at large $\lambda$, and does the Coulomb pseudopotential change the answer?

**Answer**

The maximum belongs to the formula. For $\mu^*=0$ the isotropic Eliashberg $T_c$ provably rises when mode frequencies are lowered at fixed mode weights (fixed $\eta$ alone is not enough, see the conditions at the end) and, as all phonon frequencies go to zero, saturates at $0.1827\sqrt{\eta/M}$; for $\mu^*>0$ the limit is lower and the statement needs qualification. I use Hartree units, $\hbar=k_B=1$, harmonic phonons and a constant density of states $N(0)$.

**What stays fixed.** For scattering between Fermi-surface states, mode $\nu$ with frequency $\omega_\nu$ and polarization $\mathbf e_\nu$ has squared matrix element $|\mathbf I\cdot\mathbf e_\nu|^2/(2M\omega_\nu)$, where $\mathbf I$ is the matrix element of the potential gradient. With $\alpha^2F(\omega)=N(0)\langle\sum_\nu |\mathbf I\cdot\mathbf e_\nu|^2\delta(\omega-\omega_\nu)/(2M\omega_\nu)\rangle$, the frequency cancels in the first moment and completeness of the $\mathbf e_\nu$ does the sum:

$$2\int\omega\,\alpha^2F\,d\omega=\frac{N(0)}{M}\Big\langle\sum_\nu|\mathbf I\cdot\mathbf e_\nu|^2\Big\rangle=\frac{N(0)\langle|\mathbf I|^2\rangle}{M}=\frac{\eta}{M}\equiv g^2 .$$

By definition the left side is $\lambda\langle\omega^2\rangle$, with $\lambda=2\int\alpha^2F\,d\omega/\omega$. For an Einstein mode $\omega=g/\sqrt\lambda$.

**The peak of the formula.** In the form with prefactor $\omega/1.2$, and with $p=1-0.62\mu^*$,

$$T_c^{\rm McM}=\frac{g}{1.2\sqrt\lambda}\exp\Big[-\frac{1.04(1+\lambda)}{p\lambda-\mu^*}\Big].$$

Since $\frac{d}{d\lambda}\frac{1+\lambda}{p\lambda-\mu^*}=\frac{(p\lambda-\mu^*)-p(1+\lambda)}{(p\lambda-\mu^*)^2}=-\frac{p+\mu^*}{(p\lambda-\mu^*)^2}$, the condition $d\ln T_c/d\lambda=0$ reads $\frac{1}{2\lambda}=\frac{1.04(p+\mu^*)}{(p\lambda-\mu^*)^2}$, or $(p\lambda-\mu^*)^2=2.08(p+\mu^*)\lambda$. For $\mu^*=0$ this gives $\lambda=2.08$ and $T_c=0.1239\,g$; for $\mu^*=0.1$ the larger root is $\lambda=2.66$ with $T_c=0.1043\,g$. At large $\lambda$ the exponent becomes constant and $T_c^{\rm McM}\propto\lambda^{-1/2}\to0$.

**The equations at $\mu^*=0$.** With $\omega_n=\pi T(2n+1)$, the linearized equations are

$$Z_n\Delta_n=\pi T\sum_m\lambda(n-m)\frac{\Delta_m}{|\omega_m|},\qquad Z_n=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\,{\rm sgn}\,\omega_m ,$$

$$\lambda(l)=\sum_i\frac{g_i^2}{\omega_i^2+(2\pi Tl)^2},\qquad\sum_ig_i^2=g^2,$$

where the spectrum is a set of modes $\omega_i$ with weights $g_i^2$, and $\lambda(0)=\lambda$. Softening means lowering some $\omega_i$ at fixed $g_i^2$.

For $n\ge0$ put $l=n-m$. Positive $\omega_m$ give $l\le n$, negative ones give $l\ge n+1$ with a minus sign. Because $\lambda(l)$ is even, the terms $l\le -n-1$ cancel the negative ones, leaving $D_n=\lambda(0)+2\sum_{l=1}^n\lambda(l)$, so $(2n+1)Z_n=2n+1+D_n$. Define $x_n=\Delta_n/|2n+1|$; a gap even in frequency has $x_{-n-1}=x_n$. Folding $m<0$ onto $m\ge0$ gives

$$(2n+1+D_n)\,x_n=\sum_{m\ge0}[\lambda(n-m)+\lambda(n+m+1)]\,x_m .\tag{1}$$

Move $D_nx_n$ to the right, so that (1) reads $Wx=Kx$ with $W={\rm diag}(2n+1)$ and $K$ symmetric, and collect the coefficient of each $\lambda(l)$ in $x^TKx$. For $l=0$ it is $\sum x_n^2-\sum x_n^2=0$. The static part of the interaction scatters elastically and drops out, as nonmagnetic disorder does in Anderson's theorem. For $l\ge1$, $\lambda(n-m)$ contributes $2\sum_nx_nx_{n+l}$, $\lambda(n+m+1)$ contributes $\sum_{n+m+1=l}x_nx_m$, and $D_n$ contributes $-2\sum_{n\ge l}x_n^2=-2\sum_n x_{n+l}^2$. Hence

$$\rho(T)=\max_x\frac{\sum_{l\ge1}\lambda(l)\,c_l(x)}{\sum_n(2n+1)x_n^2},\qquad c_l=2\sum_{n\ge0}x_{n+l}(x_n-x_{n+l})+\!\!\sum_{n+m+1=l}\!\!x_nx_m \tag{2}$$

is the largest eigenvalue of $Kx=\rho Wx$. At high $T$ all $\lambda(l\ge1)\to0$ and $\rho\to0$, so on cooling (1) first has a solution where $\rho=1$; this defines $T_c$. I restrict $x$ to $n<N$ with $N$ arbitrary; enlarging $N$ enlarges the trial space, so $\rho$ can only grow with $N$.

The $c_l$ are not positive in general: $x=(0,1,0,\dots)$ has $c_1=-2$. Monotonicity therefore depends on the shape of the critical vector.

**The critical vector is positive and non-increasing.** The off-diagonal elements of $K$ are positive, so $W^{-1/2}KW^{-1/2}$ plus a large multiple of the identity is a positive matrix, and by the Perron–Frobenius theorem its top eigenvector is unique and positive. At $\rho=1$ this vector obeys (1), that is $x=Ax$ with $A_{nm}=[\lambda(n-m)+\lambda(n+m+1)]/(2n+1+D_n)>0$. A positive eigenvector of a positive matrix belongs to its dominant eigenvalue, so $A^kx^{(0)}$ converges to a multiple of $x$ from any positive start. It remains to show that $A$ maps non-increasing positive vectors to such vectors.

The right side of (1) is $y_n=\sum_{m\in\mathbb Z}\lambda(n-m)x_m$. Write $\lambda(l)=\sum_{L\ge|l|}a_L$ with $a_L=\lambda(L)-\lambda(L+1)>0$, which telescopes because $\lambda(L)\to0$. Then $y_n=\sum_La_L\sum_{m=n-L}^{n+L}x_m$, and shifting $n$ by one changes only the end terms:

$$y_n-y_{n+1}=\sum_{L\ge0}a_L\,(x_{n-L}-x_{n+L+1}).$$

The extended $x_m$, zero beyond the truncation, is a non-increasing function of $|m+\tfrac12|$, and $|n-L+\tfrac12|<n+L+\tfrac32$, so every bracket is $\ge0$. Dividing the non-increasing $y_n$ by the increasing $2n+1+D_n$ keeps it non-increasing. Starting from $x^{(0)}=(1,\dots,1)$, the limit inherits the property. In (2) every $c_l$ is then $\ge0$, and $c_1\ge x_0^2>0$.

**Monotonicity.** Let $\rho=1$ with critical vector $x$, and replace each $\lambda(l)$ by a larger $\lambda'(l)$. Using the old $x$ as trial vector,

$$\rho'\ge1+\frac{\sum_l[\lambda'(l)-\lambda(l)]c_l}{x^TWx}\ge1+[\lambda'(1)-\lambda(1)]\frac{x_0^2}{x^TWx}>1 .$$

Lowering $T$ raises every $\lambda(l\ge1)$, so $\rho>1$ below any root of $\rho=1$, and a second root cannot exist. Softening any mode also raises every $\lambda(l)$, so $\rho'>1$ at the old $T_c$; since $\rho'\to0$ continuously at high $T$, the new root lies higher. $T_c$ rises strictly.

The margin does not close as $N\to\infty$. Normalize $x^TWx=1$. Using $x_m\le x_0$ and $\sum_n(x_n-x_{n+l})=\sum_{n<l}x_n$ gives $c_l\le3x_0\sum_{n<l}x_n$, and the Cauchy–Schwarz inequality gives $\sum_{n<l}x_n\le h_l\equiv[\sum_{n<l}(2n+1)^{-1}]^{1/2}$. So $1\le3x_0\sum_l\lambda(l)h_l$. The sum converges, since $h_l^2$ grows only as $\ln l$, and this bounds $x_0$ from below independently of $N$.

**Saturation.** Let $a=(g/2\pi T)^2$. For any spectrum $\lambda(l)<a/l^2$, with equality when all $\omega_i\to0$, and in that limit $\rho=a\kappa$, where $\kappa$ is the maximum in (2) for the kernel $1/l^2$. The comparison above, applied at $T_c$, gives $a\kappa>1$:

$$T_c<T_\infty=\frac{\sqrt\kappa}{2\pi}\,g ,$$

and $T_c\to T_\infty$ when all frequencies go to zero, because the $\lambda(l\ge1)$ are continuous there. For $N=1$, $c_1=x_0^2$ and $\kappa=1$. For $N=2$, $c_1=x_0^2+2x_1(x_0-x_1)$, $c_2=2x_0x_1$, $c_3=x_1^2$, so $c_1+c_2/4+c_3/9=x_0^2+\tfrac52x_0x_1-\tfrac{17}9x_1^2$. Scaling with $W={\rm diag}(1,3)$ gives diagonal elements $1$ and $-17/27$ and off-diagonal element $5/(4\sqrt3)$, so $\kappa=\tfrac5{27}+\sqrt{(22/27)^2+25/48}=1.27365$. Numerical diagonalization gives $\sqrt\kappa/2\pi=0.15915,\ 0.17962,\ 0.18204,\ 0.18272$ for $N=1,2,3,10$, and for both $N=100$ and $200$

$$\kappa=1.31814,\qquad T_\infty=0.18273\sqrt{\eta/M}.$$

Physically, once $2\pi T_c\gg\omega$ the divergent $\lambda(0)$ is harmless and the inelastic terms $g^2/(2\pi Tl)^2$ no longer contain $\omega$, so $g$ is the only scale left.

For an Einstein mode $(\omega/2\pi T)^2=a\omega^2/g^2=a/\lambda$, so $\lambda(l)=a/(l^2+a/\lambda)=a/l^2-a^2/(\lambda l^4)+\dots$ Since (2) is stationary in $x$, to first order in $1/\lambda$ we have $1=a\kappa-a^2\kappa_4/\lambda$, with $\kappa_4=\sum_lc_l/l^4$ evaluated on the normalized $\omega=0$ vector. Inserting $a=1/\kappa$ in the small term gives $a=\kappa^{-1}[1+\kappa_4/(\kappa^2\lambda)]$, and $T\propto a^{-1/2}$ gives

$$T_c=T_\infty\Big[1-\frac b\lambda+O(\lambda^{-2})\Big],\qquad b=\frac{\kappa_4}{2\kappa^2}=\frac{1.19317}{2(1.31814)^2}=0.3434,$$

with $\kappa_4$ from the $N=200$ eigenvector.

**Where the formula goes wrong.** Take an Einstein mode, $\omega^2=g^2/\lambda$. The trial vector $(1,0,0,\dots)$ has $c_1=1$ and all other $c_l=0$, so $1=\rho(T_c)\ge\lambda(1)$, that is $\omega^2+(2\pi T_c)^2\ge g^2$, or

$$T_c\ge\frac g{2\pi}\sqrt{1-1/\lambda}\qquad(\lambda>1,\ \mu^*=0).$$

This is a lower bound and not a value. Solving numerically for its crossing with $T_c^{\rm McM}$ gives $\lambda=2.48$; beyond that the formula lies below a rigorous bound.

The form of the formula comes from the opposite regime. If $2\pi T\ll\omega$, take $\lambda(l)\approx\lambda$ among the $N\approx\omega/2\pi T$ lowest frequencies and drop the rest. The off-diagonal elements of $K$ are $2\lambda$ and the diagonal ones are $\lambda-2n\lambda=2\lambda-(2n+1)\lambda$. Thus $W^{-1/2}KW^{-1/2}=2\lambda uu^T-\lambda$ with $u_n=(2n+1)^{-1/2}$, and $\rho=\lambda(2|u|^2-1)$. For $N\gg1$, $2|u|^2=\sum_{n<N}(n+\frac12)^{-1}=\ln N+{\rm const}$, so $\rho=1$ gives $T_c\propto\omega\,e^{-(1+\lambda)/\lambda}$; the divergence of $|u|^2$ also shows that $\rho$ exceeds 1 at low $T$ for any $\lambda>0$ once $N$ is large enough. At fixed $g$, $d\ln T_c/d\lambda=-1/2\lambda+1/\lambda^2$ vanishes at exactly $\lambda=2$. But the logarithm needs $\omega/2\pi T_c\gg1$, and the last column below gives $\omega/2\pi T_c=0.75$ at $\lambda=2$. The peak falls where the approximation has already failed.

The table is for an Einstein mode, temperatures in units of $g$. The Eliashberg values are roots of $\rho(T)=1$, found by bracketing with $\rho$ from diagonalization at $N=200$; the $\mu^*=0.1$ column is defined below (its $\lambda=0.5$ entry converges slowly, $0.02145$ at $N=200$ and $0.02143$ at $N=400$), and all others have $\mu^*=0$.

| $\lambda$ | McMillan | bound | Eliashberg | $\mu^*=0.1$ | $2\pi T_c/\omega$ |
|---|---|---|---|---|---|
| 0.5 | 0.0520 | none | 0.0558 | 0.0214 | 0.25 |
| 1 | 0.1041 | none | 0.1146 | 0.0797 | 0.72 |
| 2 | 0.1238 | 0.1125 | 0.1497 | 0.1222 | 1.33 |
| 3 | 0.1202 | 0.1299 | 0.1611 | 0.1359 | 1.75 |
| 5 | 0.1070 | 0.1424 | 0.1699 | 0.1465 | 2.39 |
| 10 | 0.0839 | 0.1510 | 0.1764 | 0.1541 | 3.50 |
| 100 | 0.0291 | 0.1584 | 0.1821 | 0.1607 | 11.4 |

Relative to the Eliashberg value the formula is low by 7% at $\lambda=0.5$, 9% at 1, 17% at 2 and 52% at 10. At $\lambda=100$ the expansion gives $0.18273(1-0.0034)=0.1821$, as tabulated.

**Coulomb repulsion.** A constant repulsion $\mu_N$ acting among $|\omega_m|<2\pi TN$ adds $-2\mu_N\sum_{m<N}x_m$ to the right of (1), or $-2\mu_N(\sum x_n)^2$ to the numerator of (2). Far above the phonon scale $x_n$ varies slowly, so the phonon terms on the two sides of (1) nearly cancel and $\Delta_n\to\Delta_\infty=-2\mu_N\sum_{m<N}x_m$. Split the sum at $N'<N$, with $S'=\sum_{m<N'}x_m$ and $2\sum_{N'}^{N}\Delta_\infty/(2m+1)\approx\Delta_\infty\ln(N/N')$. Then $\Delta_\infty=-2\mu_NS'-\mu_N\Delta_\infty\ln(N/N')$, so $\Delta_\infty=-2S'/[1/\mu_N+\ln(N/N')]$. The same physics at the lower cutoff therefore needs $1/\mu_{N'}=1/\mu_N+\ln(N/N')$. A value $\mu^*(\omega_c)$ quoted at cutoff $\omega_c$ enters the matrix as

$$\frac1{\mu_N}=\frac1{\mu^*(\omega_c)}+\ln\frac{\omega_c}{2\pi TN}.$$

The tail $\Delta_\infty$ has the sign opposite to the low-frequency gap, so $x$ is no longer positive and the proof does not apply; what follows is numerical.

If the electrons are unchanged, $\mu^*$ at a fixed cutoff is unchanged. With $\mu^*(10g)=0.1$, $T_c$ rises through the table, toward $0.1614\,g$ computed at $\omega=0$. The constant $0.18$ thus belongs to $\mu^*=0$. These values define $\mu^*(10g)$ through the rescaling rule, which is approximate; a repulsion of $0.1$ cut directly at $10g$ gives $T_c$ higher by about 0.9% at $\lambda=0.5$, 0.3% at $\lambda=1$ and 0.1% at large $\lambda$, with the same rising trend.

If instead $\mu^*(10\omega)=0.1$ is held, the cutoff follows the phonon, and the rescaling rule gives $1/\mu^*(10g)=10+\ln(\omega/g)=10-\tfrac12\ln\lambda$. At $\lambda=2,\,10,\,100,\,10^4$ this means $\mu^*(10g)=0.104,\,0.113,\,0.130,\,0.185$, and $T_c/g=0.1215,\,0.1520,\,0.1563,\,0.1504$. A broad maximum appears far above $\lambda=2$, near $\lambda\approx70$ with $T_c=0.1564\,g$. There the prescription is only formal: the rescaling rule was derived for cutoffs containing many Matsubara frequencies, whereas $10\omega=g\approx2\pi T_c$ at $\lambda=100$ and $10\omega=0.1\,g<\pi T_c$ at $\lambda=10^4$, so at these couplings it merely defines the listed $\mu^*(10g)$. The only difference from the previous case is that the repulsion at fixed cutoff grows with $\lambda$, which lowers the numerator of (2) for every $x$ with $\sum_n x_n\ne0$ and never raises it.

**Worked example.** Take round model values $\eta=0.05$ Ha/bohr$^2$ and $M=100\ {\rm u}=182289\,m_e$. Then $g=\sqrt{0.05/182289}=5.237\times10^{-4}$ Ha (165.4 K).

- McMillan maximum, $\mu^*=0$: $0.12387\times5.237\times10^{-4}=6.49\times10^{-5}$ Ha (20.5 K).
- Eliashberg limit, $\mu^*=0$: $0.18273\times5.237\times10^{-4}=9.57\times10^{-5}$ Ha (30.2 K).
- Eliashberg limit, $\mu^*(10g)=0.1$: $0.16145\times5.237\times10^{-4}=8.46\times10^{-5}$ Ha (26.7 K).

At $\lambda=10$, $\omega=g/\sqrt{10}=1.656\times10^{-4}$ Ha. The formula gives $(1.656\times10^{-4}/1.2)\,e^{-1.04\times1.1}=4.40\times10^{-5}$ Ha (13.9 K), while the equations give $0.1764\,g=9.24\times10^{-5}$ Ha (29.2 K).

**Conditions.** The result concerns the isotropic equations with fixed weights $g_i^2$. With unequal masses the completeness step no longer yields a single $\eta/M$, although the bound in terms of $\lambda\langle\omega^2\rangle$ survives. If $\eta$ changes along with the force constants, or weight moves from soft to stiff modes, $T_c$ can fall without contradicting anything above. For example, going from weights $(0.6,0.4)g^2$ at $\omega=(0.5,1.5)g$ to $(0.1,0.9)g^2$ at $(0.1,1.4)g$ keeps $\eta$ fixed, lowers both frequencies and raises $\lambda$ from $2.6$ to $10.5$, yet $T_c$ at $\mu^*=0$ drops from $0.140\,g$ to $0.098\,g$. Whether a harmonic lattice and the neglect of vertex corrections remain valid at $\lambda=10$ or $100$, where $T_c$ is comparable to or above $\omega$, is a question these equations do not answer.
